# When Ohmic Heating Equals Hard-Wall Stochastic Heating in a Capacitive Discharge: test program

```python
"""Crossover of ohmic and hard-wall stochastic heating in a capacitive discharge.

Result under test: at fixed current amplitude J, density n and bulk length d,
    nu_eq = 2 e^2 n S_st / (m d J^2),
where S_st is the supplied stochastic power per electrode area. For two
hard-wall sheaths, S_st = m vbar J^2/(e^2 n), so that nu_eq = 2 vbar/d.
Symbols: m, e electron mass and elementary charge; nu momentum-transfer
collision frequency; vbar = sqrt(8 kT/(pi m)) mean speed; vth = sqrt(kT/m);
u0 = J/(e n) wall-speed amplitude; omega angular drive frequency.
SI units are used throughout, except that kT is entered in eV.
"""
import numpy as np
from scipy.constants import e, m_e, epsilon_0, pi
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

J = 20.0
n = 1.0e16
d = 0.05
kT_eV = 3.0
drive_frequency = 13.56e6

omega = 2 * pi * drive_frequency
vth = np.sqrt(kT_eV * e / m_e)
vbar = np.sqrt(8 * kT_eV * e / (pi * m_e))
u0 = J / (e * n)


def ohmic_formula(nu):
    return m_e * nu * d * J**2 / (2 * e**2 * n)


def ohmic_from_motion(nu, current, density, length):
    """Power per area from the driven electron motion, scaled to the current.

    The field is E0 cos(tau), tau = omega t, with E0 = 1 V/m.
    """
    periods, samples = 40, 64
    tau = 2 * pi * (periods - 1 + np.arange(samples) / samples)
    sol = solve_ivp(lambda t, w: -np.cos(t) - nu / omega * w,
                    (0, 2 * pi * periods), [0.0], method="DOP853",
                    t_eval=tau, rtol=1e-9, atol=1e-12)
    assert sol.success
    drift = e / (m_e * omega) * sol.y[0]
    j = -e * density * drift
    field = np.cos(tau)
    resistivity = np.mean(j * field) / np.mean(j**2)
    return resistivity * length * current**2 / 2


nodes, weights = np.polynomial.legendre.leggauss(100)


def wall_power(wall_amplitude, density, drifting=False):
    """Cycle-averaged energy gain per area at one moving hard wall."""
    powers = []
    for phase in 2 * pi * np.arange(64) / 64:
        u = wall_amplitude * np.cos(phase)
        top = 11 * vth
        v = u + (nodes + 1) * top / 2
        centre = u if drifting else 0.0
        f = density * np.exp(-(v - centre)**2 / (2 * vth**2))
        f /= np.sqrt(2 * pi) * vth
        gain = 0.5 * m_e * ((2 * u - v)**2 - v**2)
        powers.append(np.sum(weights * gain * (v - u) * f) * top / 2)
    return np.mean(powers)


def crossing_from_motion(current, density, length):
    supplied = 2 * wall_power(current / (e * density), density)
    return brentq(lambda nu: ohmic_from_motion(
        nu, current, density, length) / supplied - 1, 1e7, 1e9, rtol=1e-10)


# Mean speed and one-sided flux from the Maxwellian, in units of vth.
mean_speed = quad(lambda x: np.sqrt(2 / pi) * x**3 * np.exp(-x*x/2),
                  0, 12)[0] * vth
flux = n * vth * quad(lambda x: x * np.exp(-x*x/2) / np.sqrt(2 * pi),
                      0, 12)[0]
assert abs(mean_speed / vbar - 1) < 1e-8
assert abs(flux / (n * vbar / 4) - 1) < 1e-8

# Ohmic law against the integrated motion.
for nu_test in (1.5e7, 6e7, 4e8):
    ratio = ohmic_from_motion(nu_test, J, n, d) / ohmic_formula(nu_test)
    assert abs(ratio - 1) < 1e-6

# Hard-wall term against quadrature; the allowance is for finite wall speed.
S_one = m_e * vbar * J**2 / (2 * e**2 * n)
S_one_quadrature = wall_power(u0, n)
assert abs(S_one_quadrature / S_one - 1) < 1e-4

# First finite-speed correction, at a wall speed where it is visible.
fast = 0.3 * vth
fast_excess = wall_power(fast, n) / (0.5 * m_e * n * vbar * fast**2) - 1
fast_predicted = fast**2 / (8 * vth**2)
assert abs(fast_excess - fast_predicted) < 1e-4

# A Maxwellian drifting with the wall receives no mean power.
S_drifting = wall_power(u0, n, drifting=True)
assert abs(S_drifting / S_one) < 1e-9

# Crossing found without the derived formula, then with changed parameters.
S_total = 2 * S_one
nu_eq = 2 * e**2 * n * S_total / (m_e * d * J**2)
nu_numeric = crossing_from_motion(J, n, d)
assert abs(nu_numeric / nu_eq - 1) < 1e-4
assert abs(nu_numeric / (2 * vbar / d) - 1) < 1e-4
nu_changed = crossing_from_motion(2 * J, 3 * n, d)
assert abs(nu_changed / (2 * vbar / d) - 1) < 1e-4
nu_short = crossing_from_motion(J, n, d / 2)
assert abs(nu_short / (4 * vbar / d) - 1) < 1e-4

# Ratio of bulk displacement current to conduction current at the crossing.
conductivity = e**2 * n / (m_e * (nu_eq + 1j * omega))
displacement_ratio = abs(omega * epsilon_0 / conductivity)
assert displacement_ratio < 1e-2
assert u0 / vbar < 0.05

print(f"Current density amplitude J: {J:.1f} A/m^2")
print(f"Electron density n: {n:.2e} m^-3")
print(f"Bulk length d: {d:.3f} m")
print(f"Electron thermal energy kT: {kT_eV:.1f} eV")
print(f"Drive frequency: {drive_frequency:.4e} Hz")
print(f"Angular drive frequency omega: {omega:.4e} s^-1")
print(f"Mean electron speed vbar: {vbar:.4e} m/s")
print(f"Thermal speed vth: {vth:.4e} m/s")
print(f"Wall speed amplitude u0: {u0:.4e} m/s")
print(f"Ratio u0/vbar: {u0 / vbar:.4f} (dimensionless)")
print(f"Wall displacement amplitude u0/omega: {u0 / omega:.3e} m")
print(f"One-sided electron flux: {flux:.4e} m^-2 s^-1")
print(f"Hard-wall power, one sheath, formula: {S_one:.5f} W/m^2")
print(f"Hard-wall power, one sheath, quadrature: "
      f"{S_one_quadrature:.5f} W/m^2")
print(f"Supplied power, two sheaths: {S_total:.4f} W/m^2")
print(f"Equality frequency nu_eq, formula: {nu_eq:.4e} s^-1")
print(f"Equality frequency, root search: {nu_numeric:.4e} s^-1")
print(f"Relative difference of the two: "
      f"{nu_numeric / nu_eq - 1:.2e} (dimensionless)")
print(f"Predicted finite-speed correction: "
      f"{u0**2 / (8 * vth**2):.2e} (dimensionless)")
print(f"Equality frequency, one heating sheath: {vbar / d:.4e} s^-1")
print(f"Root search with 2J and 3n: {nu_changed:.4e} s^-1")
print(f"Root search with d/2: {nu_short:.4e} s^-1")
print(f"Ratio nu_eq/omega: {nu_eq / omega:.4f} (dimensionless)")
print(f"Length vbar/nu_eq: {vbar / nu_eq:.4f} m")
for factor in (0.5, 1.0, 2.0):
    power = ohmic_from_motion(factor * nu_eq, J, n, d)
    assert abs(power / S_total - factor) < 1e-5
    print(f"Ohmic power at {factor:.1f} nu_eq: {power:.4f} W/m^2")
print(f"Finite-speed excess at u0 = 0.3 vth, quadrature: "
      f"{fast_excess:.5f} (dimensionless)")
print(f"Finite-speed excess at u0 = 0.3 vth, predicted: "
      f"{fast_predicted:.5f} (dimensionless)")
print(f"Drifting-Maxwellian power below 1e-9 of hard-wall term: "
      f"{abs(S_drifting / S_one) < 1e-9}")
print(f"Displacement/conduction current ratio: "
      f"{displacement_ratio:.2e} (dimensionless)")
print("all assertions hold")
```

Running it gives:

```
Current density amplitude J: 20.0 A/m^2
Electron density n: 1.00e+16 m^-3
Bulk length d: 0.050 m
Electron thermal energy kT: 3.0 eV
Drive frequency: 1.3560e+07 Hz
Angular drive frequency omega: 8.5200e+07 s^-1
Mean electron speed vbar: 1.1592e+06 m/s
Thermal speed vth: 7.2639e+05 m/s
Wall speed amplitude u0: 1.2483e+04 m/s
Ratio u0/vbar: 0.0108 (dimensionless)
Wall displacement amplitude u0/omega: 1.465e-04 m
One-sided electron flux: 2.8979e+21 m^-2 s^-1
Hard-wall power, one sheath, formula: 0.82270 W/m^2
Hard-wall power, one sheath, quadrature: 0.82273 W/m^2
Supplied power, two sheaths: 1.6454 W/m^2
Equality frequency nu_eq, formula: 4.6366e+07 s^-1
Equality frequency, root search: 4.6368e+07 s^-1
Relative difference of the two: 3.69e-05 (dimensionless)
Predicted finite-speed correction: 3.69e-05 (dimensionless)
Equality frequency, one heating sheath: 2.3183e+07 s^-1
Root search with 2J and 3n: 4.6367e+07 s^-1
Root search with d/2: 9.2736e+07 s^-1
Ratio nu_eq/omega: 0.5442 (dimensionless)
Length vbar/nu_eq: 0.0250 m
Ohmic power at 0.5 nu_eq: 0.8227 W/m^2
Ohmic power at 1.0 nu_eq: 1.6454 W/m^2
Ohmic power at 2.0 nu_eq: 3.2908 W/m^2
Finite-speed excess at u0 = 0.3 vth, quadrature: 0.01121 (dimensionless)
Finite-speed excess at u0 = 0.3 vth, predicted: 0.01125 (dimensionless)
Drifting-Maxwellian power below 1e-9 of hard-wall term: True
Displacement/conduction current ratio: 2.60e-04 (dimensionless)
all assertions hold
```
